\section*{Time-step bias of drift-diffusion sampling with a Gaussian trial function}

\section*{Problem}

In variational Monte Carlo one averages over the density $\psi^2$ of a real trial function $\psi$. One way to sample this density is to let walkers drift and diffuse. In units with $\hbar=m=1$, one step of length $\tau$ takes a walker from $x$ to
\begin{equation}
x'=x+\tau\,\frac{d\ln\psi}{dx}(x)+\sqrt{\tau}\,\xi ,
\label{eq:move}
\end{equation}
where $\xi$ is a normal random number of mean zero and variance one, drawn afresh at each step. This is the Euler form of the walk: the drift is evaluated at the start of the step and held fixed during it. Every move is accepted, and walkers carry no weights and do not branch. The trial function and the Hamiltonian are
\begin{equation}
\psi(x)=e^{-ax^2},\quad a>0,\qquad
H=-\frac12\frac{d^2}{dx^2}+\frac12\omega^2x^2 .
\end{equation}

\begin{enumerate}
\item[(a)] For which $\tau$ does the walk settle to a stationary density? Find that density and compare its variance with that of $\psi^2$.
\item[(b)] The energy is estimated as the mean of the local energy $E_L=(H\psi)/\psi$ over the walkers. Find its time-step bias, meaning its difference from the value at $\tau\to0$, and the leading term for small $\tau$.
\item[(c)] Can the estimate fall below the true ground-state energy $\omega/2$? If so, for which $\tau$?
\item[(d)] Evaluate the results for $\omega=1$, $a=0.6$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Insert $\psi$ into the move. The new position is a multiple of the old one plus independent noise. What does that do to the variance?
\item A stationary variance is reproduced by the step. To find the shape of the density, write $x_n$ as a sum over all earlier random numbers.
\item The local energy is a constant plus a multiple of $x^2$, so its mean needs the variance and nothing else about the density.
\item For (c), write both the variational error at $\tau\to0$ and the time-step bias with the factor $2a-\omega$ in view.
\end{enumerate}

\section*{Solution}

\subsection*{Why the walk should sample $\psi^2$}

For very small steps the walker density $p(x,t)$ changes through a current with two parts. The drift velocity $v=(\ln\psi)'=\psi'/\psi$ carries $vp$. The noise adds variance $\tau$ in time $\tau$, which is diffusion with constant $\tfrac12$: the equation $\partial_t p=\tfrac12\partial_x^2p$ gives $\frac{d}{dt}\int x^2p\,dx=\tfrac12\int x^2p''\,dx=\int p\,dx=1$ after two integrations by parts. The current is therefore $J=vp-\tfrac12p'$. For $p=\psi^2$,
\begin{equation}
J=\frac{\psi'}{\psi}\,\psi^2-\frac12\,(2\psi\psi')=0 ,
\end{equation}
so $\psi^2$ is stationary in the limit $\tau\to0$. Here $\psi^2=e^{-2ax^2}$. Comparing with a Gaussian $e^{-x^2/(2s_0)}$ gives its variance, $s_0=1/(4a)$. The question is what a finite step does to it.

\subsection*{(a) The stationary density}

Since $\ln\psi=-ax^2$, the drift velocity is $-2ax$, and the move \eqref{eq:move} becomes
\begin{equation}
x'=qx+\sqrt{\tau}\,\xi,\qquad q=1-2a\tau .
\label{eq:linear}
\end{equation}
Let $v_n$ now denote the variance of the walker positions after $n$ steps. The noise is independent of $x$, so the variances of the two terms add:
\begin{equation}
v_{n+1}=q^2v_n+\tau .
\label{eq:map}
\end{equation}
A stationary variance $s$ satisfies $s=q^2s+\tau$, or $(1-q^2)s=\tau$. The bracket is
\begin{equation}
1-q^2=1-(1-4a\tau+4a^2\tau^2)=4a\tau(1-a\tau),
\label{eq:bracket}
\end{equation}
and division by it gives
\begin{equation}
s=\frac{1}{4a(1-a\tau)} .
\label{eq:s}
\end{equation}

To see when this value is reached, subtract $s=q^2s+\tau$ from \eqref{eq:map}. This gives $v_{n+1}-s=q^2(v_n-s)$, hence
\begin{equation}
v_n=s+(v_0-s)\,q^{2n}.
\label{eq:relax}
\end{equation}
The second term dies out if $|1-2a\tau|<1$, that is, for $0<a\tau<1$.

For the shape, apply \eqref{eq:linear} $n$ times:
\begin{equation}
x_n=q^nx_0+\sqrt{\tau}\sum_{k=0}^{n-1}q^{k}\,\xi_{n-k},
\label{eq:sum}
\end{equation}
where $\xi_j$ is the random number of step $j$. The sum of independent Gaussian numbers is Gaussian, with mean zero, and for $|q|<1$ the memory $q^nx_0$ of the start vanishes. The stationary density is thus the Gaussian of mean zero and variance $s$, whatever the starting distribution.

If $a\tau\ge1$, then $|q|\ge1$, and the noise part of \eqref{eq:sum} has variance $V_n=\tau\sum_{k=0}^{n-1}q^{2k}\ge n\tau$. Adding an independent starting term cannot raise the density anywhere above the peak $1/\sqrt{2\pi V_n}$ of the noise Gaussian. This peak tends to zero, so no normalized stationary density exists. Formula \eqref{eq:s} then has no meaning for the walk, even though for $a\tau>1$ it still returns a (negative) number.

Within the stable range $s>1/(4a)$: the sampled density is too wide. The reason can be read from \eqref{eq:bracket}. Each step adds variance $\tau$ by noise and removes $4a\tau(1-a\tau)s$ by drift. To first order in $\tau$ the removal would be $4a\tau s$, which balances the noise at $s_0$. The second-order term weakens the removal, and the density must widen until gain and loss agree. At $a\tau=\tfrac12$ we have $q=0$: each step puts the walker at the origin plus noise, the variance is $\tau=1/(2a)$, and this is twice the target, as \eqref{eq:s} also says.

\subsection*{(b) The energy bias}

The derivatives of the trial function are $\psi'=-2ax\,\psi$ and $\psi''=(4a^2x^2-2a)\psi$. The local energy is
\begin{equation}
E_L=-\frac12\frac{\psi''}{\psi}+\frac12\omega^2x^2
=a+\frac{\omega^2-4a^2}{2}\,x^2 .
\label{eq:EL}
\end{equation}
The stationary mean of $x^2$ is $s$, because the mean of $x$ is zero. Therefore
\begin{equation}
E(\tau)=a+\frac{\omega^2-4a^2}{8a(1-a\tau)} .
\label{eq:E}
\end{equation}
For $\tau\to0$ this becomes the variational energy of $\psi$,
\begin{equation}
E(0)=a+\frac{\omega^2}{8a}-\frac{a}{2}=\frac a2+\frac{\omega^2}{8a}.
\end{equation}
In the difference, $\frac{1}{1-a\tau}-1=\frac{a\tau}{1-a\tau}$, and one factor $a$ cancels:
\begin{equation}
E(\tau)-E(0)=\frac{(\omega^2-4a^2)\,\tau}{8(1-a\tau)}
=\frac{\omega^2-4a^2}{8}\,\tau+O(\tau^2).
\label{eq:bias}
\end{equation}
The leading bias is linear in $\tau$. The linear term equals the full bias times $1-a\tau$, so it misses a fraction $a\tau$ of the full bias.

The sign follows from the excess width. If $a<\omega/2$, the trial function is wider than the true ground state, $E_L$ rises with $x^2$, and the bias is positive. If $a>\omega/2$, $E_L$ falls with $x^2$ and the bias is negative. If $a=\omega/2$, the trial function is the true ground state, $E_L$ is constant, and this estimator has no bias although the density is still wrong. A vanishing energy bias is therefore no proof of correct sampling.

\subsection*{(c) Below the true ground-state energy}

The variational error at $\tau\to0$ is
\begin{equation}
E(0)-\frac\omega2=\frac{4a^2+\omega^2-4a\omega}{8a}=\frac{(2a-\omega)^2}{8a}\ge0 .
\end{equation}
For $a\le\omega/2$ the bias is not negative, and the estimate stays at or above $\omega/2$. For $a>\omega/2$, write $\omega^2-4a^2=-(2a-\omega)(2a+\omega)$. The estimate lies below $\omega/2$ when the size of the bias exceeds the variational error:
\begin{equation}
\frac{(2a-\omega)(2a+\omega)\tau}{8(1-a\tau)}>\frac{(2a-\omega)^2}{8a}.
\end{equation}
Multiply by $8a(1-a\tau)$ and divide by $2a-\omega$; both are positive, so the inequality keeps its direction:
\begin{equation}
a\tau(2a+\omega)>(2a-\omega)(1-a\tau).
\end{equation}
Moving the term with $a\tau$ from right to left gives $a\tau\,(2a+\omega+2a-\omega)=4a^2\tau$ on the left, and
\begin{equation}
\tau>\tau_c=\frac{2a-\omega}{4a^2}.
\end{equation}
Since $2a-\omega<4a$, this $\tau_c$ is smaller than $1/a$ and lies in the stable range. The stationary estimate is therefore below $\omega/2$ when $a>\omega/2$ and $\tau_c<\tau<1/a$; for $\tau\ge1/a$ there is no stationary estimate. The variational principle is not violated. It concerns the mean of $E_L$ over $\psi^2$, which equals the expectation value of $H$ in $\psi$. At finite $\tau$ the same $E_L$ is averaged over another density, and the bound does not apply.

\subsection*{(d) Numbers}

Take $\omega=1$ and $a=0.6$. Energies are then in $\hbar\omega$, times in $1/\omega$ and variances in $\hbar/(m\omega)$. The density $\psi^2$ has variance $1/2.4=0.4167$, and
\begin{equation}
E(0)=0.3+\frac{1}{4.8}=0.50833 .
\end{equation}
For $\tau=0.2$ we have $a\tau=0.12$, so
\begin{align}
s&=\frac{1}{2.4\times0.88}=0.4735,\\
E(\tau)-E(0)&=\frac{(1-1.44)\times0.2}{8\times0.88}=-0.0125 .
\end{align}
The linear term gives $-0.0110$, which misses 12\% of the full bias. The estimate is $0.50833-0.0125=0.4958$, below the true energy $0.5$. This agrees with the threshold $\tau_c=0.2/1.44=0.139$.

The numerical check obtains the stationary density from the transition probabilities on a grid, without assuming its shape. It gives:

\begin{center}
\begin{tabular}{ccccc}
$\tau$ & variance & $E(\tau)$ & bias & linear term\\
0.05 & 0.4296 & 0.50550 & $-0.00284$ & $-0.00275$\\
0.10 & 0.4433 & 0.50248 & $-0.00585$ & $-0.00550$\\
0.20 & 0.4735 & 0.49583 & $-0.01250$ & $-0.01100$\\
0.40 & 0.5482 & 0.47939 & $-0.02895$ & $-0.02200$\\
1.25 & 1.6667 & 0.23333 & $-0.27500$ & $-0.06875$
\end{tabular}
\end{center}

In the last row $a\tau=0.75$, and the full bias is $1/(1-0.75)=4$ times the linear term.

A simulation with one million independent walkers, all started at $x=0$, shows the same at $\tau=0.2$. By \eqref{eq:relax} with $v_0=0$ and $q=0.76$, the variance after three steps should be $0.4735\,(1-0.76^6)=0.382$; the simulation gives $0.383$. After 60 steps the energy is $0.49584\pm0.00015$, where the uncertainty is one standard error. More walkers would shrink this uncertainty, but the estimate would settle at $0.49583$ and not at $E(0)$.

The bias can be reduced by extrapolation. If it were strictly linear, $2E(\tau)-E(2\tau)$ would equal $E(0)$. The steps 0.05 and 0.10 give
\begin{equation}
2\times0.50550-0.50248=0.50852 ,
\end{equation}
or $0.50851$ with unrounded inputs. The remaining difference from $E(0)$ is $0.00018$, compared with $0.00284$ in size at the smaller step alone. What remains comes from the terms beyond the linear one. Extrapolation leads to the variational energy $0.50833$, not to the true energy $0.5$; the difference between those two is the fault of the trial function.

Finally, the stability limit. At $a\tau=1$ we have $q^2=1$, and \eqref{eq:map} adds $\tau=1/0.6$ per step, so 40 steps from the origin should give $66.7$. A simulation with 50\,000 walkers gives $66.4$. At $a\tau=1.2$ the variance after 40 steps is already about $10^{12}$.

\section*{Variation 1: another kinetic-energy estimator}

\textit{Replace $-\tfrac12\psi''/\psi$ in the local energy by $\tfrac12[(\ln\psi)']^2$. Does the exact trial function still give an unbiased energy?}

Over $\psi^2$ the two forms have the same mean. Integration by parts, with $\psi$ vanishing at infinity, gives
\begin{equation}
-\frac12\int\psi\psi''\,dx=\frac12\int(\psi')^2dx=\frac12\int\psi^2\left[(\ln\psi)'\right]^2dx .
\end{equation}
The identity is proved for the weight $\psi^2$. For this Gaussian $\psi$ the new form minus the old one is $2a^2x^2-(a-2a^2x^2)=4a^2x^2-a$, so the two means agree only when the mean of $x^2$ is $1/(4a)$. The finite-step walk gives $s>1/(4a)$ instead. With $(\ln\psi)'=-2ax$ the new estimator is $(2a^2+\tfrac12\omega^2)x^2$, and its stationary mean is
\begin{equation}
\left(2a^2+\frac{\omega^2}{2}\right)s=\frac{4a^2+\omega^2}{8a(1-a\tau)} .
\end{equation}
At $\tau\to0$ this is again $a/2+\omega^2/(8a)$. Subtracting it as before gives the bias
\begin{equation}
\frac{(4a^2+\omega^2)\,\tau}{8(1-a\tau)} ,
\end{equation}
which is positive for every $a$. The answer is no. For $\omega=1$, $a=0.5$, $\tau=0.2$ the bias is $2\times0.2/(8\times0.9)=0.0556$. The check gives $0.5556$ for this estimator and $0.5000$ for the local energy, from the same walkers' density. The time-step bias belongs to the density and the estimator together.

\section*{Variation 2: adding the accept-reject step}

\textit{Treat \eqref{eq:linear} as a proposal and accept it with probability $\min(1,R)$, where}
\begin{equation}
R=\frac{\psi^2(x')\,G(x|x')}{\psi^2(x)\,G(x'|x)},\qquad
G(x'|x)=\frac{e^{-(x'-qx)^2/(2\tau)}}{\sqrt{2\pi\tau}} .
\end{equation}
\textit{A rejected walker stays at $x$ and is counted again. What happens to the bias?}

For walkers distributed as $\psi^2$, the flow from $x$ to $x'$ is
\begin{equation}
\psi^2(x)G(x'|x)\min(1,R)=\min\left[\psi^2(x)G(x'|x),\,\psi^2(x')G(x|x')\right].
\end{equation}
The right-hand side is unchanged when $x$ and $x'$ are exchanged, so the flows between any two points cancel. The density $\psi^2$ is now stationary at finite $\tau$, and the bias is gone.

The ratio shows how this happens. The cross terms $xx'$ cancel between the two exponents of $G$, and with \eqref{eq:bracket}
\begin{equation}
\ln\frac{G(x|x')}{G(x'|x)}=\frac{(1-q^2)(x'^2-x^2)}{2\tau}=2a(1-a\tau)(x'^2-x^2).
\end{equation}
Adding $\ln[\psi^2(x')/\psi^2(x)]=-2a(x'^2-x^2)$ leaves
\begin{equation}
R=e^{-2a^2\tau\,(x'^2-x^2)} .
\end{equation}
Moves that end closer to the origin, $|x'|<|x|$, have $R>1$ and are accepted; moves that end farther from it have $R<1$ and are sometimes refused. This removes the excess width. For $a=0.6$ the check gives variance $0.4167$ and energy $0.50833$ at both $\tau=0.2$ and $\tau=0.4$, the values of $\psi^2$ itself.

The result concerns variational sampling. Diffusion Monte Carlo also has branching weights, whose own time-step error is not treated here and is not removed by this argument.

\section*{Computed values}
\begin{verbatim}
Units: energy hbar*w, time 1/w, x^2 hbar/(m w), a m*w/hbar
frequency w = 1.0, trial exponent a = 0.6
true ground energy = 0.500000 hbar*w
variance of psi^2 = 0.416667 hbar/(m w)
variational energy E(0) = 0.508333 hbar*w
Stationary walk, from the transition kernel:
tau[1/w]  a*tau  variance  E[hbar*w]  bias[hbar*w]  linear[hbar*w]
   0.05    0.03  0.429553   0.505498    -0.002835     -0.002750
   0.10    0.06  0.443262   0.502482    -0.005851     -0.005500
   0.20    0.12  0.473485   0.495833    -0.012500     -0.011000
   0.40    0.24  0.548246   0.479386    -0.028947     -0.022000
   1.25    0.75  1.666667   0.233333    -0.275000     -0.068750
slope dE/dtau at 0: numerical -0.05498, formula -0.05500 hbar*w^2
linear extrapolation from tau 0.05, 0.10: 0.508514 hbar*w
error of the extrapolation = 0.000181 hbar*w
E falls below the true energy for tau > 0.1389 1/w
Simulation: 1000000 walkers, 60 steps, tau = 0.2 1/w
variance after 3 steps: simulated 0.3831, formula 0.3822 hbar/(m w)
final variance = 0.4734 hbar/(m w)
final energy = 0.49584 +- 0.00015 hbar*w
a = 0.4, tau = 0.2: E(0) = 0.512500, E = 0.522283, bias = 0.009783 hbar*w
a = 0.5, tau = 0.2: variance = 0.555556 (psi^2: 0.500000) hbar/(m w)
  local-energy average = 0.500000 hbar*w
  gradient-squared estimator = 0.555556 hbar*w
with accept-reject, tau = 0.2: variance = 0.416667 hbar/(m w), E = 0.508333 hbar*w
with accept-reject, tau = 0.4: variance = 0.416667 hbar/(m w), E = 0.508333 hbar*w
a*tau = 1.0: variance after 40 steps = 66.4 hbar/(m w)
a*tau = 1.2: variance after 40 steps = 1.02e+12 hbar/(m w)
\end{verbatim}
